# The Generalized Transition State as Two-Point Radau Quadrature: a numerical check

```python
"""
Result under test: I = E(1)-E(0) is approximated by [F(0)+3F(2/3)]/4,
where E(lambda) is the relaxed energy after removing charge lambda from
one spin orbital and F=dE/dlambda=-eigenvalue. The rule is exact for
cubic E; otherwise its error is E''''(xi)/216 for some xi in [0,1].
The example removes the spin-down 1s electron of a free Na atom.
Energies are in hartree; lambda is a dimensionless electron number.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from pyscf import gto, scf, dft

# Construct the rule from its moments and from orthogonality.
x, w0, w1 = sp.symbols("x w0 w1", real=True)
lam, a, b, c, d = sp.symbols("lambda a b c d", real=True)
solutions = sp.solve(
    [w0 + w1 - 1, w1*x - sp.Rational(1, 2),
     w1*x**2 - sp.Rational(1, 3)], [w0, w1, x], dict=True)
assert len(solutions) == 1
weight_zero, weight_free, node = [solutions[0][s] for s in (w0, w1, x)]
orthogonal_node = sp.solve(
    sp.integrate(lam*(lam - x), (lam, 0, 1)), x)[0]
assert orthogonal_node == node
assert (weight_zero, weight_free, node) == (
    sp.Rational(1, 4), sp.Rational(3, 4), sp.Rational(2, 3))


def generalized(slope):
    return (slope(0) + 3*slope(sp.Rational(2, 3)))/4


# Compare energy differences with slopes for cubic and quartic energies.
energy_cubic = a*lam + b*lam**2 + c*lam**3
energy_quartic = energy_cubic + d*lam**4


def symbolic_errors(energy):
    difference = energy.subs(lam, 1) - energy.subs(lam, 0)
    derivative = sp.diff(energy, lam)
    rule = generalized(lambda value: derivative.subs(lam, value))
    midpoint = derivative.subs(lam, sp.Rational(1, 2))
    return sp.expand(difference-rule), sp.expand(difference-midpoint)


cubic_error, midpoint_error = symbolic_errors(energy_cubic)
quartic_error, _ = symbolic_errors(energy_quartic)
assert cubic_error == 0
assert sp.simplify(midpoint_error - c/4) == 0
assert sp.simplify(
    quartic_error - sp.diff(energy_quartic, lam, 4)/216) == 0
witness = lam*(lam - sp.Rational(2, 3))**2
witness_integral = sp.integrate(witness, (lam, 0, 1))
assert generalized(lambda value: witness.subs(lam, value)) == 0
assert witness_integral == sp.Rational(1, 36)


# Check the error kernel on a nonpolynomial slope.
def kernel(t):
    return t*t*(3 - 4*t)/24 if t <= 2/3 else (1 - t)**3/6


kernel_area = quad(kernel, 0, 1, points=[2/3])[0]
assert abs(kernel_area - 1/216) < 1e-12
assert min(kernel(t) for t in np.linspace(0, 1, 1001)) >= 0


def test_slope(t):
    return 1/(1 + t)


direct_error = quad(test_slope, 0, 1)[0] - (
    test_slope(0) + 3*test_slope(2/3))/4
kernel_error = quad(
    lambda t: kernel(t)*(-6/(1 + t)**4), 0, 1, points=[2/3])[0]
assert abs(direct_error - kernel_error) < 1e-11

# Uncontracted functions let the core orbital relax.
s_exponents = 0.02*2.2**np.arange(20)
p_exponents = 0.10*2.3**np.arange(11)
basis = [[0, [float(e), 1.0]] for e in s_exponents]
basis += [[1, [float(e), 1.0]] for e in p_exponents]
atom = gto.M(atom="Na 0 0 0", basis={"Na": basis}, spin=1, verbose=0)

# The density is spherical, so a small angular grid is sufficient.
grid = dft.gen_grid.Grids(atom)
grid.atom_grid = {"Na": (200, 26)}
grid.prune = None
grid.build(with_non0tab=True)

hf = scf.UHF(atom)
lsda = dft.UKS(atom)
lsda.xc = "lda,vwn"
lsda.grids = grid
gauss_x, gauss_w = np.polynomial.legendre.leggauss(8)
gauss_x, gauss_w = (gauss_x + 1)/2, gauss_w/2
step = 0.01


def core_removal(solver):
    solver.conv_tol = 1e-10
    solver.conv_tol_grad = 1e-6
    solver.max_cycle = 100
    charges = sorted([0.0, 0.5, 2/3 - step, 2/3, 2/3 + step, 1.0]
                     + [float(t) for t in gauss_x])
    energy, slope = {}, {}
    density = None
    for removed in charges:
        occupation = np.zeros((2, atom.nao_nr()))
        occupation[0, :6] = 1
        occupation[1, :5] = 1
        occupation[1, 0] = 1 - removed
        solver.get_occ = (
            lambda mo_energy=None, mo_coeff=None, occ=occupation: occ)
        energy[removed] = solver.kernel(dm0=density)
        assert solver.converged
        slope[removed] = -solver.mo_energy[1][0]
        density = np.asarray(solver.make_rdm1())
    return energy, slope


hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Free weight at lambda=0 (dimensionless):", weight_zero)
print("Weight at free node (dimensionless):", weight_free)
print("Free node (removed electrons):", node)
print("Kernel area (dimensionless): %.9f" % kernel_area)
print("Witness integral (dimensionless):", witness_integral)
print("Basis functions for Na (count):", atom.nao_nr())
print("Finite-difference step (electrons): %.3f" % step)

for name, solver, integral_tolerance in (
        ("HF", hf, 1e-4), ("LSDA", lsda, 5e-4)):
    energy, slope = core_removal(solver)
    difference = energy[1.0] - energy[0.0]
    midpoint = slope[0.5]
    rule = (slope[0.0] + 3*slope[2/3])/4
    finite_slope = (
        energy[2/3 + step] - energy[2/3 - step])/(2*step)
    integral = sum(w*slope[float(t)] for t, w in zip(gauss_x, gauss_w))

    # Central differencing has an error proportional to step squared.
    assert abs(finite_slope - slope[2/3]) < 5e-4
    # The limits allow for SCF convergence and finite Gauss order.
    assert abs(integral - difference) < integral_tolerance

    print(name, "E(0) (hartree): %.6f" % energy[0.0])
    print(name, "E(1) (hartree): %.6f" % energy[1.0])
    for label, charge in (("0", 0.0), ("1/2", 0.5),
                          ("2/3", 2/3), ("1", 1.0)):
        print(name, "F(%s) (hartree): %.6f" % (label, slope[charge]))
    print(name, "finite-difference F(2/3) (hartree): %.6f" % finite_slope)
    print(name, "Gauss integral of F (hartree): %.6f" % integral)
    print(name, "energy difference I (hartree): %.6f" % difference)
    print(name, "generalized estimate (hartree): %.6f" % rule)
    print(name, "I (eV): %.3f" % (difference*hartree_ev))
    print(name, "generalized estimate (eV): %.3f" % (rule*hartree_ev))
    print(name, "F(0)-I (hartree): %.6f" % (slope[0.0]-difference))
    print(name, "midpoint-I (hartree): %.6f" % (midpoint-difference))
    print(name, "generalized-I (hartree): %.6f" % (rule-difference))
    print(name, "mean third derivative, 24(I-midpoint) (hartree): %.4f"
          % (24*(difference-midpoint)))
    print(name, "mean fourth derivative, 216(I-generalized) (hartree): %.4f"
          % (216*(difference-rule)))

print("all good")
```

It prints:

```
Free weight at lambda=0 (dimensionless): 1/4
Weight at free node (dimensionless): 3/4
Free node (removed electrons): 2/3
Kernel area (dimensionless): 0.004629630
Witness integral (dimensionless): 1/36
Basis functions for Na (count): 53
Finite-difference step (electrons): 0.010
HF E(0) (hartree): -161.858421
HF E(1) (hartree): -122.282383
HF F(0) (hartree): 40.476931
HF F(1/2) (hartree): 39.568741
HF F(2/3) (hartree): 39.276112
HF F(1) (hartree): 38.704528
HF finite-difference F(2/3) (hartree): 39.276115
HF Gauss integral of F (hartree): 39.576037
HF energy difference I (hartree): 39.576037
HF generalized estimate (hartree): 39.576317
HF I (eV): 1076.919
HF generalized estimate (eV): 1076.926
HF F(0)-I (hartree): 0.900894
HF midpoint-I (hartree): -0.007296
HF generalized-I (hartree): 0.000280
HF mean third derivative, 24(I-midpoint) (hartree): 0.1751
HF mean fourth derivative, 216(I-generalized) (hartree): -0.0604
LSDA E(0) (hartree): -161.447092
LSDA E(1) (hartree): -122.130867
LSDA F(0) (hartree): 37.714001
LSDA F(1/2) (hartree): 39.385836
LSDA F(2/3) (hartree): 39.885566
LSDA F(1) (hartree): 40.550470
LSDA finite-difference F(2/3) (hartree): 39.885526
LSDA Gauss integral of F (hartree): 39.316226
LSDA energy difference I (hartree): 39.316225
LSDA generalized estimate (hartree): 39.342675
LSDA I (eV): 1069.849
LSDA generalized estimate (eV): 1070.569
LSDA F(0)-I (hartree): -1.602223
LSDA midpoint-I (hartree): 0.069611
LSDA generalized-I (hartree): 0.026451
LSDA mean third derivative, 24(I-midpoint) (hartree): -1.6707
LSDA mean fourth derivative, 216(I-generalized) (hartree): -5.7133
all good
```
